# Dipole shielding at the nucleus: exact, coupled and uncoupled Hartree-Fock

## Result and conventions

An atom or ion with \(N\) electrons and nuclear charge \(Z\) is placed in a weak, uniform, static electric field \(F\) along \(z\). The electrons respond and produce the field \(-\gamma F\) at the nucleus, where

\[
\gamma=\frac NZ,\qquad F_{\rm nuc}=F\left(1-\frac NZ\right).
\]

Coupled Hartree-Fock gives the same \(\gamma\). Uncoupled Hartree-Fock, in which the electrons respond in a frozen Fock operator, gives \(\gamma_u=(N+S)/Z\), where \(S\) is an electronic force that should have been cancelled.

**Assumptions.** The electrons are non-relativistic, the nucleus is a clamped point at the origin, and the bound ground state \(\Psi_0\) is non-degenerate and real. A uniform field strictly leaves no bound state, so all statements concern the response linear in \(F\).

Atomic units are used. An electron has charge \(-1\), so the perturbation is \(+F\sum_i z_i\). The electron number density is \(n=n_0+Fn_1\). A charge \(-1\) at \(\mathbf r\) produces the field \((-1)(\mathbf 0-\mathbf r)/r^3=+\mathbf r/r^3\) at the origin. The unperturbed density is even under inversion and contributes nothing, hence

\[
\gamma=-\int n_1\,\frac{z}{r^3}\,d^3r. \tag{1}
\]

## Theorem 1: the exact ground state

**Under the assumptions above, \(\gamma=N/Z\).**

*Proof.* Let \(V=\sum_i z_i\), \(D=\sum_i\partial/\partial z_i\), and

\[
H_0=\sum_i\left(-\tfrac12\nabla_i^2-\frac Z{r_i}\right)+\sum_{i<j}\frac1{r_{ij}} .
\]

A non-degenerate state has definite parity, so the first-order energy vanishes and

\[
(H_0-E_0)\Psi_1+V\Psi_0=0. \tag{2}
\]

Take the inner product with \(D\Psi_0\), the change of \(\Psi_0\) under a rigid shift of all electrons. Integration by parts gives the second term:

\[
\langle D\Psi_0|V\Psi_0\rangle=\tfrac12\int V\,D(\Psi_0^2)
=-\tfrac12\int\Psi_0^2\,DV=-\frac N2 ,
\]

because \(DV=N\). In the first term \(H_0-E_0\) is moved to the left. Near the nucleus \(D\Psi_0\) is bounded and its gradient grows at most as \(1/r\), so the surface term on a small sphere of area \(4\pi r^2\) vanishes. Since \((H_0-E_0)\Psi_0=0\),

\[
(H_0-E_0)D\Psi_0=[H_0,D]\Psi_0=-\sum_i\frac{Zz_i}{r_i^3}\Psi_0 .
\]

The kinetic energy commutes with \(D\). So does the repulsion, which depends only on differences of positions. Only the nuclear attraction remains, with \(\partial_z(-Z/r)=Zz/r^3\). Equation (2) has become

\[
-Z\left\langle\Psi_0\Big|\sum_i\frac{z_i}{r_i^3}\Big|\Psi_1\right\rangle-\frac N2=0 .
\]

The first-order density comes from \(2\Psi_0\Psi_1\), so the matrix element is \(\tfrac12\int n_1z/r^3=-\gamma/2\). Therefore \(Z\gamma=N\). ∎

**Meaning.** The external field pulls the electrons with total force \(-NF\). In a stationary state the nucleus must pull them back with \(+NF\), and the reaction on the nucleus is \(-NF\). Divided by the charge \(Z\), this is the field \(-(N/Z)F\).

A neutral atom shields its nucleus completely, a positive ion partly, and in H⁻ the field at the nucleus is \(-F\). The total force on the nucleus, \(ZF_{\rm nuc}=(Z-N)F\), is the force on the ion's net charge, and the clamp balances it.

If the ion is free and its electrons follow a nucleus of mass \(M\) steadily, the common acceleration is \((Z-N)F/(M+N)\). The nuclear field is then \(M/Z\) times this, which differs from the clamped value by the factor \(M/(M+N)\).

**Where the proof can break.** It needs a repulsion that is unchanged by a common shift of the electrons. The program examines this in a correlated one-dimensional model with two electrons in a field of 0.01 atomic units. With a translation-invariant repulsion, the force of the centre on the electrons divided by the field is 2.00000. When the repulsion is multiplied by \(1+a\,e^{-(x_1+x_2)^2}\) with \(a=0.5\), the ratio becomes 3.012; it rises by 0.002 when the field is reduced to 0.001. The size and sign of the departure from 2 depend on the factor: \(a=0.1\) gives 2.162 and \(a=-0.5\) gives 1.395.

## Two lemmas on the Hartree-Fock field

Let \(\rho=\sum_i|\varphi_i\rangle\langle\varphi_i|\) be the density matrix of \(N\) occupied spin orbitals, and let \(x\) stand for position and spin. The Coulomb-plus-exchange operator is

\[
(G[\rho]\chi)(x)=\int\frac{\rho(x',x')\chi(x)-\rho(x,x')\chi(x')}{|\mathbf r-\mathbf r'|}\,dx' .
\]

**Lemma 1 (symmetry).** \(\mathrm{Tr}(A\,G[B])=\mathrm{Tr}(B\,G[A])\).

*Proof.* Written out, the left side is

\[
\iint\frac{A(x,x)B(x',x')-A(x',x)B(x,x')}{|\mathbf r-\mathbf r'|}\,dx\,dx',
\]

which is unchanged when \(A\) and \(B\) are exchanged and the integration variables are renamed. ∎

**Lemma 2 (translation).** With \(\partial=\partial/\partial z\), \([\partial,G[\rho]]=G[[\partial,\rho]]\).

*Proof.* Let \(T=e^{-s\partial}\) shift functions by \(s\) along \(z\). Because \(1/|\mathbf r-\mathbf r'|\) is unchanged when both points are shifted, \(G[T\rho T^{-1}]=T\,G[\rho]\,T^{-1}\). The derivative at \(s=0\) is \(-G[[\partial,\rho]]=-[\partial,G[\rho]]\). ∎

## Theorem 2: coupled Hartree-Fock

**For a closed-shell ion whose coupled equations have a solution in a complete orbital space, \(\gamma=N/Z\).**

*Proof.* Let \(h=-\tfrac12\nabla^2-Z/r\). The energy in the field is

\[
E[\rho]=\mathrm{Tr}\,(h+Fz)\rho+\tfrac12\mathrm{Tr}\,\rho\,G[\rho].
\]

An infinitesimal rotation of the orbitals changes \(\rho\) by \([A,\rho]\) with \(A\) anti-Hermitian. By Lemma 1 the energy changes by \(\mathrm{Tr}(f[A,\rho])=\mathrm{Tr}(A[\rho,f])\), where \(f=h+Fz+G[\rho]\). This vanishes for every \(A\), so \([f,\rho]=0\). With \(\rho=\rho_0+F\rho_1\) and \(f_0=h+G[\rho_0]\), the part linear in \(F\) is

\[
[f_0,\rho_1]+[z+G[\rho_1],\rho_0]=0. \tag{3}
\]

Multiply by \(\partial\) and take the trace. Since \(\rho_0\) and \(\rho_1\) have finite rank, the traces are finite sums of inner products, and the integrations by parts are justified as in Theorem 1. Cyclic reordering gives \(\mathrm{Tr}(\partial[B,\rho])=\mathrm{Tr}([\partial,B]\rho)\), so

\[
\mathrm{Tr}([\partial,h]\rho_1)+\mathrm{Tr}([\partial,G[\rho_0]]\rho_1)
+\mathrm{Tr}([\partial,z]\rho_0)+\mathrm{Tr}([\partial,G[\rho_1]]\rho_0)=0. \tag{4}
\]

The four terms are as follows.

- First: \([\partial,h]=Zz/r^3\), which gives \(-Z\gamma\) by (1).
- Second: Lemmas 2 and 1 give \(\mathrm{Tr}(G[[\partial,\rho_0]]\rho_1)=\mathrm{Tr}(G[\rho_1][\partial,\rho_0])\equiv S\).
- Third: \([\partial,z]=1\), which gives \(N\).
- Fourth: cyclic reordering gives \(\mathrm{Tr}(G[\rho_1]\rho_0\partial-G[\rho_1]\partial\rho_0)=-S\).

The sum is \(-Z\gamma+S+N-S=0\), so \(\gamma=N/Z\). ∎

**Meaning.** A force is minus a potential gradient. The frozen electronic field therefore exerts the force \(-S\), per unit applied field, on the induced density. The induced field exerts \(+S\) on the unperturbed electrons. This is action and reaction within mean-field theory. It survives the restriction to one determinant because a rigidly shifted determinant is again a determinant, with the same repulsion energy.

## Theorem 3: frozen fields

**(a) If \(G[\rho_1]\) is dropped from (3), then**

\[
Z\gamma_u=N+S, \tag{5}
\]

**with \(S\) evaluated from the uncoupled \(\rho_1\).**

*Proof.* The fourth term of (4) is now absent and the other three are unchanged, so \(-Z\gamma_u+S+N=0\). ∎

The uncoupled result is thus wrong whenever \(S\neq0\). The table below shows this for five ions.

**(b) For two electrons, freezing the local Hartree potential instead gives a shielding factor above \(N/Z\).**

*Proof.* Let both electrons occupy \(\varphi\), and let \(J\) be the repulsive potential of the density \(\varphi^2\). On \(\varphi\) itself exchange removes half of the Coulomb term \(2J\), so \((h+J-\varepsilon)\varphi=0\). With \(J\) frozen, the response obeys \((h+J-\varepsilon)\varphi_1+z\varphi=0\). The argument of Theorem 1, with potential \(-Z/r+J\) and one electron, gives

\[
-\left\langle\varphi\Big|\frac{Zz}{r^3}+\partial J\Big|\varphi_1\right\rangle-\frac12=0 .
\]

Here \(n_1=4\varphi\varphi_1\), so multiplication by 4 gives \(Z\gamma_{\rm loc}=2+\int n_1\,\partial J\). By Gauss's law \(\partial J=-q(r)z/r^3\), where \(q(r)\) is the part of \(\int\varphi^2\) inside radius \(r\). Thus

\[
Z\gamma_{\rm loc}=2-\int n_1\,\frac{q\,z}{r^3}\,d^3r . \tag{6}
\]

It remains to find the sign of \(n_1\). Write \(\varphi=P(r)Y_{00}/r\) with \(P>0\), and \(\varphi_1=u(r)Y_{10}/r\). Since \(\cos\theta\,Y_{00}=Y_{10}/\sqrt3\), the source \(z\varphi\) has the radial part \(rP/\sqrt3\). Set \(u=Pv\), use the equation for \(P\), and multiply by \(P\):

\[
-\tfrac12(P^2v')'+\frac{P^2v}{r^2}=-\frac{rP^2}{\sqrt3}.
\]

Multiply by \(v_+=\max(v,0)\) and integrate; the boundary terms vanish. The left side becomes \(\int[\tfrac12P^2(v_+')^2+P^2v_+^2/r^2]\,dr\ge0\), while the right side is not positive. Hence \(v_+=0\) and \(u\le0\). The density is displaced against the field, the integral in (6) is negative, and \(\gamma_{\rm loc}>2/Z\). ∎

## Reduction for closed s shells

For doubly occupied orbitals \(P_aY_{00}/r\) with responses \(u_aY_{10}/r\), the induced density is four times the sum of their products. The angular factor \(1/\sqrt3\) turns (1) into

\[
\gamma=-\frac4{\sqrt3}\sum_a\int_0^\infty\frac{P_au_a}{r^2}\,dr. \tag{7}
\]

Apply (3) to an occupied orbital. The occupied orbitals are all s functions and the response is p-type, so \(\rho_0\) removes nothing from the source. This leaves

\[
(f_p-\varepsilon_a)u_a+\frac{rP_a}{\sqrt3}+g_a=0, \tag{8}
\]

where \(f_p\) is the frozen radial Fock operator for p functions and \(g_a\) is the radial part of \(G[\rho_1]\) acting on orbital \(a\). Define

\[
y_k[q](r)=\int_0^\infty\frac{r_<^k}{r_>^{k+1}}\,q(r')\,dr' .
\]

The multipole expansion of \(1/|\mathbf r-\mathbf r'|\) carries the factor \(4\pi/(2k+1)\), and \(4\pi Y_{00}^2=1\). The Coulomb term contains both spins and exchange only one, so

\[
g_a=\sum_b\left(\tfrac43\,y_1[P_bu_b]P_a-y_0[P_bP_a]u_b-\tfrac13\,y_1[u_bP_a]P_b\right).
\]

In the same way

\[
f_pu=-\tfrac12u''+\left(\frac1{r^2}-\frac Zr\right)u+\sum_b\left(2y_0[P_b^2]u-\tfrac13\,y_1[P_bu]P_b\right).
\]

For \(S\), note that \(\langle\varphi_i|\partial=-\langle\partial\varphi_i|\). Therefore \([\partial,\rho_0]=\sum_i(|\partial\varphi_i\rangle\langle\varphi_i|+|\varphi_i\rangle\langle\partial\varphi_i|)\), and the trace is \(2\sum_i\langle\partial\varphi_i|G[\rho_1]\varphi_i\rangle\) over spin orbitals. The derivative \(\partial\varphi_a\) has the radial part \((P_a'-P_a/r)/\sqrt3\), so

\[
S=\frac4{\sqrt3}\sum_a\int_0^\infty\left(P_a'-\frac{P_a}r\right)g_a\,dr .
\]

Dropping \(g_a\) from (8) gives the uncoupled \(u_a\). These are then inserted in \(g_a\) to evaluate \(S\) in (5).

## Numerical values

These are Hartree-Fock values, without correlation or relativity. The last column freezes the local potential of Theorem 3(b).

| Ion | \(N/Z\) | Coupled | Uncoupled | \(S/Z\), uncoupled | Local \(J\) |
|---|---|---|---|---|---|
| H⁻ | 2.000 | 2.000 | 1.431 | −0.569 | 3.339 |
| He | 1.000 | 1.000 | 0.833 | −0.167 | 1.236 |
| Li⁺ | 0.667 | 0.667 | 0.588 | −0.078 | 0.763 |
| Be | 1.000 | 1.000 | 1.770 | +0.770 | – |
| B⁺ | 0.800 | 0.800 | 1.419 | +0.619 | – |

The error of the frozen Fock operator has no fixed sign: it is negative for the two-electron ions and positive for Be and B⁺. For H⁻, He and Li⁺ the two frozen potentials err in opposite directions, although they share the same occupied orbital.

**Worked example: B⁺ in a field of 100 MV/m.** Here \(N=4\) and \(Z=5\). The 1s and 2s orbital energies are −8.186 and −0.874 hartree. In coupled theory the two shells contribute to (7)

\[
\gamma=-0.560+1.360=0.800,\qquad F_{\rm nuc}=100\,(1-0.800)=20.0\ \text{MV/m}.
\]

For these canonical orbitals the 1s term adds to the applied field at the nucleus. The theorem fixes the sum of the shell terms and not each of them, and the split depends on the choice of occupied orbitals: mixing 1s and 2s by a rotation of 0.1 rad leaves the sum at 0.800 but turns the first term into +0.214 or −1.295, depending on the sense of rotation. The two cancelling electronic forces are \(\mp5.07\) per unit field, larger than the external force of magnitude 4.

In uncoupled theory the shells give

\[
\gamma_u=0.371+1.048=1.419 .
\]

Equation (5), with the uncoupled \(S=3.095\), gives the same value, \((4+3.095)/5=1.419\). The nuclear field would be \(100\,(1-1.419)=-41.9\) MV/m, which has the wrong sign.

The uncoupled polarizability of B⁺ is nevertheless smaller than the coupled one, 8.14 against 11.38 atomic units. The polarizability weights \(P_au_a\) with \(r\) and the shielding weights it with \(1/r^2\), so an error in one does not fix the sign of the error in the other.

## Remark: finite basis sets

In a finite basis, equation (3) holds only when projected on functions of the basis. The proof of Theorem 2 also uses shifted orbitals, which a basis need not contain, so even coupled theory can then miss \(N/Z\). For B⁺ the absolute error of \(\gamma\) falls from \(1.2\times10^{-2}\) with 12 radial functions per angular momentum to \(2.0\times10^{-5}\) with 24. With 48 it is of order \(10^{-10}\). These counts refer to functions \(r^{l+1}\times\text{polynomial}\times e^{-4r}\). Other families give other errors: twelve even-tempered Gaussians per angular momentum, with exponents \(0.03\cdot3^k\) shared by s and p, give \(4.5\times10^{-5}\).

Gaussian bases show the same effect for He, where \(\gamma\) should be 1. The aug-cc-pVDZ basis gives 0.9605 and aug-cc-pVQZ gives 0.9951. Their polarizabilities, 1.304 and 1.322 atomic units, lie closer in relative terms to the radial-basis value of 1.322. A good polarizability therefore does not guarantee an equally good field at the nucleus. When the self-consistent equations are tightly converged and other numerical errors are negligible, the deviation from \(N/Z\) in a coupled calculation is the basis error of \(\gamma\). It is a single number, so a small deviation does not show that the basis describes the rest of the response well.

The numerical check accompanying this text tests the equality in coupled theory, identities (5) and (6), and the one-dimensional model.

## Table of computed values

```
1D correlated model, 2 electrons, field 0.01 a.u.
 centre force/field, invariant repulsion: 2.00000
 same, non-invariant repulsion: 3.01238
Shielding factors gamma (dimensionless), HF, 48 functions per l
 ion  N  Z   N/Z      coupled   uncoupled  S/Z
 H-   2  1  2.00000  2.00000   1.43127   -0.56873
 He   2  2  1.00000  1.00000   0.83335   -0.16665
 Li+  2  3  0.66667  0.66667   0.58842   -0.07825
 Be   4  4  1.00000  1.00000   1.77036   +0.77036
 B+   4  5  0.80000  0.80000   1.41904   +0.61904
Polarizability (a.u.): coupled, uncoupled
 H-  91.4059  44.5030
 He  1.3222  0.9972
 Li+ 0.1895  0.1580
 Be  45.6164  30.5527
 B+  11.3790  8.1438
Frozen local Hartree potential: gamma, excess over N/Z
 H-  3.33861  +1.33861
 He  1.23636  +0.23636
 Li+ 0.76316  +0.09649
Be coupled |gamma-N/Z|: 2.3e-05 with 30 functions, 4.9e-09 with 48
B+ worked example
 orbital energies 1s, 2s: -8.18592, -0.87382 hartree
 coupled: gamma from 1s -0.55961, from 2s 1.35961
 coupled: S = +5.07165 (force per unit field)
 uncoupled: gamma from 1s 0.37133, from 2s 1.04772
 uncoupled: S = +3.09521 (force per unit field)
 applied field: 100.0 MV/m
 net field at nucleus, coupled: 20.000 MV/m
 net field at nucleus, uncoupled: -41.904 MV/m
 coupled, 12 functions per l: |gamma-N/Z| = 1.2e-02
 coupled, 24 functions per l: |gamma-N/Z| = 2.0e-05
 coupled, 48 functions per l: |gamma-N/Z| = 1.3e-10
He, finite-field HF in Gaussian bases: alpha (a.u.), gamma
 aug-cc-pvdz: 1.3039, 0.9605
 aug-cc-pvqz: 1.3216, 0.9951
```
